# Intrinsic and location parts of screw and glide operations: a numerical check

```python
"""Intrinsic and location parts of a space-group operation x -> W x + w.

Result under test: if W has order n, the n-th power of the operation is a
translation t; w_g = t/n is the screw or glide part, w_l = w - w_g is the
location part, and the centroid x0 of the orbit of the origin under (W, w_l)
is the point of the symmetry element nearest to the origin.
R = det(W) W is the proper rotation belonging to W, m its order, u the
shortest lattice vector along its axis, p the screw index (w_g = p u / m).
Coordinates are fractional; columns of a cell matrix are Cartesian edges.
"""
import itertools
import math
import random
from fractions import Fraction
from types import SimpleNamespace

import numpy as np
from scipy.spatial.transform import Rotation

IDENTITY = np.eye(3, dtype=int).astype(object)
PRIMITIVE = [(0, 0, 0)]
HALF = Fraction(1, 2)
FACE = [(0, 0, 0), (0, HALF, HALF), (HALF, 0, HALF), (HALF, HALF, 0)]
BODY = [(0, 0, 0), (HALF, HALF, HALF)]


def vec(text):
    return np.array([Fraction(s) for s in text.split()], dtype=object)


def mat(rows):
    return np.array(rows, dtype=int).astype(object)


def show(v):
    return "(" + ", ".join(str(x) for x in v) + ")"


def in_lattice(v, centrings):
    return any(all((x - c) % 1 == 0 for x, c in zip(v, cent))
               for cent in centrings)


def powers(matrix):
    """All distinct powers of a matrix of finite order, identity first."""
    result = [IDENTITY]
    while True:
        following = result[-1] @ matrix
        if np.array_equal(following, IDENTITY):
            return result
        result.append(following)
        assert len(result) <= 6


def analyse(W, w, centrings=PRIMITIVE):
    W_powers = powers(W)
    n = len(W_powers)
    t = sum(W_powers) @ w
    w_g = t * Fraction(1, n)
    w_l = w - w_g
    x0 = sum(((n - 1 - j) * (W_powers[j] @ w_l) for j in range(n)),
             vec("0 0 0")) * Fraction(1, n)
    det = int(round(np.linalg.det(W.astype(float))))
    R = det * W
    trace = W[0, 0] + W[1, 1] + W[2, 2]
    m = {3: 1, 2: 6, 1: 4, 0: 3, -1: 2}[det * trace]
    u, p = None, None
    if m > 1:
        total = sum(powers(R))
        u = next(total[:, i] for i in range(3) if any(total[:, i]))
        u = u * Fraction(1, math.gcd(*[int(x) for x in u]))
        for divisor in (2, 3):
            if in_lattice(u * Fraction(1, divisor), centrings):
                u = u * Fraction(1, divisor)
                break
        if m > 2:
            triples = [np.linalg.det(np.column_stack(
                [u, v, R @ v]).astype(float)) for v in IDENTITY]
            sense = max(triples, key=abs)
        else:
            sense = next(x for x in u if x != 0)
        if sense < 0:
            u = -u
        if det == 1:
            i = next(i for i in range(3) if u[i] != 0)
            p = (m * w_g[i] / u[i]) % m
    if det == 1:
        kind = "translation" if m == 1 else (
            f"{m}-fold rotation axis" if p == 0 else f"screw axis {m}_{p}")
    elif m == 2:
        kind = "mirror plane" if in_lattice(w_g, centrings) else "glide plane"
    else:
        kind = "inversion centre" if m == 1 else f"rotoinversion -{m}"
    return SimpleNamespace(n=n, t=t, w_g=w_g, w_l=w_l, x0=x0, det=det, m=m,
                           trace=trace, u=u, p=p, kind=kind, R=R)


def augmented(W, w):
    full = np.eye(4, dtype=int).astype(object)
    full[:3, :3] = W
    full[:3, 3] = w
    return full


def is_symmetry(W, w, sites, centrings=PRIMITIVE):
    return all(any(in_lattice(W @ s + w - q, centrings) for q in sites)
               for s in sites)


def length(cell, v):
    return float(np.linalg.norm(cell @ np.array(v, dtype=float)))


# Cells: unit cube, and ideal close packing of touching spheres (angstrom)
a = 2.5
c = a * math.sqrt(8 / 3)
hexagonal = np.array([[a, -a / 2, 0], [0, a * math.sqrt(3) / 2, 0], [0, 0, c]])
cubic = np.eye(3)

# All point operations of the cubic and the hexagonal lattice
cubic_ops = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        M = np.zeros((3, 3), dtype=int)
        for row in range(3):
            M[row, order[row]] = signs[row]
        cubic_ops.append(M.astype(object))
six = mat([[1, -1, 0], [1, 0, 0], [0, 0, 1]])
swap = mat([[0, 1, 0], [1, 0, 0], [0, 0, 1]])
hex_ops = [sign * rot @ extra for rot in powers(six)
           for extra in (IDENTITY, swap) for sign in (1, -1)]
assert len({tuple(M.ravel()) for M in hex_ops}) == 24

# Formula against literal composition, least displacement and rotation vector
rng = random.Random(4)
tested = 0
largest_error = 0.0
for cell, operations in ((cubic, cubic_ops), (hexagonal, hex_ops)):
    inverse_cell = np.linalg.inv(cell)
    for W in operations:
        if np.array_equal(W, IDENTITY):
            continue
        for _ in range(3):
            w = np.array([Fraction(rng.randint(-12, 12), 12)
                          for _ in range(3)], dtype=object)
            r = analyse(W, w)
            g = augmented(W, w)
            product = g
            for _ in range(r.n - 1):
                product = product @ g
            assert np.array_equal(product, augmented(IDENTITY, r.t))
            assert np.array_equal(W @ r.x0 + r.w_l, r.x0)
            # least displacement, found without the splitting formula
            A = cell @ W.astype(float) @ inverse_cell
            shift = cell @ w.astype(float)
            nearest = np.linalg.lstsq(A - np.eye(3), -shift, rcond=1e-9)[0]
            least = (A - np.eye(3)) @ nearest + shift
            error = max(np.abs(least - cell @ r.w_g.astype(float)).max(),
                        np.abs(nearest - cell @ r.x0.astype(float)).max())
            largest_error = max(largest_error, error)
            assert error < 1e-10
            # axis, order and sense from the Cartesian rotation
            if r.m > 1:
                rotvec = Rotation.from_matrix(r.det * A).as_rotvec()
                axis = cell @ r.u.astype(float)
                axis = axis / np.linalg.norm(axis)
                angle = np.linalg.norm(rotvec)
                assert abs(angle - 2 * math.pi / r.m) < 1e-7
                along = rotvec @ axis
                assert abs(abs(along) - angle) < 1e-7
                assert r.m == 2 or along > 0
            if r.det == 1 or r.m == 2:
                law = (length(cell, r.w_g) ** 2 + 4 * length(cell, r.x0) ** 2
                       * math.sin(math.pi / r.m) ** 2)
                assert abs(law - shift @ shift) < 1e-9
            else:
                assert not any(r.w_g)
            # change of origin by conjugation
            s = vec("1/5 -2/7 3/11")
            moved = augmented(IDENTITY, -s) @ g @ augmented(IDENTITY, s)
            q = analyse(W, moved[:3, 3])
            assert np.array_equal(q.w_g, r.w_g)
            difference = q.x0 - (r.x0 - s)
            assert np.array_equal(W @ difference, difference)
            tested += 1

# Screws built as right-handed Cartesian motions; index and place recovered
screws = 0
point = vec("1/5 1/7 2/9")
for cell, m, direction in ((hexagonal, 6, "0 0 1"), (hexagonal, 3, "0 0 1"),
                           (cubic, 4, "0 0 1"), (cubic, 3, "1 1 1"),
                           (cubic, 2, "1 1 0")):
    for sign in (1, -1):
        d = sign * vec(direction)
        axis = cell @ d.astype(float)
        axis = axis / np.linalg.norm(axis)
        A = Rotation.from_rotvec(2 * math.pi / m * axis).as_matrix()
        W_float = np.linalg.inv(cell) @ A @ cell
        W = np.rint(W_float).astype(int).astype(object)
        assert np.abs(W_float - W.astype(float)).max() < 1e-12
        for p in range(m):
            w = point - W @ point + d * Fraction(p, m)
            r = analyse(W, w)
            assert r.p == p
            assert np.array_equal(W @ (point - r.x0), point - r.x0)
            W_inverse = powers(W)[-1]
            assert analyse(W_inverse, -(W_inverse @ w)).p == p
            assert analyse(swap @ W @ swap, swap @ w).p == (m - p) % m
            screws += 1

# Close-packed cobalt, origin on an atom: search for the sixfold operation
sites = [vec("0 0 0"), vec("1/3 2/3 1/2")]
grid = [np.array([Fraction(i, 6) for i in triple], dtype=object)
        for triple in itertools.product(range(6), repeat=3)]
found = [w for w in grid if is_symmetry(six, w, sites)]
assert len(found) == 1
w6 = found[0]
screw = analyse(six, w6)
assert screw.kind == "screw axis 6_3"
assert not is_symmetry(six, screw.w_l, sites)
assert not is_symmetry(six, screw.w_g, sites)
for site in sites:
    offset = site - screw.x0
    assert not in_lattice([offset[0], offset[1], 0], PRIMITIVE)
for extra in (vec("1 0 0"), vec("0 0 1")):
    assert analyse(six, w6 + extra).kind == screw.kind
neighbours = [length(hexagonal, sites[1] + np.array(k, dtype=object))
              for k in itertools.product((-1, 0, 1), repeat=3)]
assert abs(min(neighbours) - a) < 1e-12

# Two reflections of one coset, differing by a lattice translation
w_n = sites[1]
added = vec("-1 0 0")
glide_n = analyse(swap, w_n)
glide_c = analyse(swap, w_n + added)
assert is_symmetry(swap, w_n, sites)
assert is_symmetry(swap, w_n + added, sites)
assert glide_n.kind == glide_c.kind == "glide plane"
assert not in_lattice(glide_n.w_g - glide_c.w_g, PRIMITIVE)

# Threefold rotation times a primitive or a body-centring translation
three = mat([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
pure_three = analyse(three, vec("0 0 0"))
screw_three = analyse(three, vec("1 0 0"))
assert pure_three.p == 0 and screw_three.p == 1
assert analyse(three, vec("1/2 1/2 -1/2"), BODY).p == 1

# Quarter glide of a two-site face-centred structure
reflect_x = mat([[-1, 0, 0], [0, 1, 0], [0, 0, 1]])
w_d = vec("1/4 1/4 1/4")
two_sites = [vec("0 0 0"), vec("1/4 1/4 1/4")]
glide_d = analyse(reflect_x, w_d, FACE)
assert is_symmetry(reflect_x, w_d, two_sites, FACE)
assert not is_symmetry(reflect_x, glide_d.w_l, two_sites, FACE)
assert in_lattice(glide_d.t, FACE) and not in_lattice(glide_d.t, PRIMITIVE)


def report(name, W, w, r):
    print(f"{name}: W rows {' '.join(show(row) for row in W)}")
    print(f"  w = {show(w)}, det = {r.det}, trace = {r.trace}, n = {r.n}")
    print(f"  t = {show(r.t)}, w_g = {show(r.w_g)}, w_l = {show(r.w_l)}")
    print(f"  {r.kind}, u = {show(r.u)}, x0 = {show(r.x0)}")


print("All vectors are in fractional coordinates (dimensionless)")
print(f"Operations compared with least displacement: {tested}")
print(f"Largest deviation below 1e-10: {largest_error < 1e-10}")
print(f"Constructed screws recovered: {screws}")
print(f"Co model: a = {a:.3f} angstrom, c = {c:.3f} angstrom, "
      f"c/a = {c / a:.4f}")
print(f"Co sites: {show(sites[0])} and {show(sites[1])}")
print(f"Sixfold translations found on grid of {len(grid)}: {len(found)}")
report("Co sixfold", six, w6, screw)
print(f"  screw advance = {length(hexagonal, screw.w_g):.3f} angstrom")
print(f"  atom-to-axis distance = {length(hexagonal, screw.x0):.3f} angstrom")
print(f"  displacement of atom = {length(hexagonal, w6):.3f} angstrom")
report("Co reflection 1", swap, w_n, glide_n)
print(f"  glide length = {length(hexagonal, glide_n.w_g):.3f} angstrom")
print(f"  atom-to-plane distance = "
      f"{length(hexagonal, glide_n.x0):.3f} angstrom")
print(f"Lattice translation added: {show(added)}")
report("Co reflection 2", swap, w_n + added, glide_c)
print(f"  glide length = {length(hexagonal, glide_c.w_g):.3f} angstrom")
print(f"  atom-to-plane distance = "
      f"{length(hexagonal, glide_c.x0):.3f} angstrom")
report("Cubic threefold, no translation", three, vec("0 0 0"), pure_three)
report("Cubic threefold, translated", three, vec("1 0 0"), screw_three)
report("Face-centred reflection", reflect_x, w_d, glide_d)
print("every check passed")
```

Printed output:

```
All vectors are in fractional coordinates (dimensionless)
Operations compared with least displacement: 210
Largest deviation below 1e-10: True
Constructed screws recovered: 36
Co model: a = 2.500 angstrom, c = 4.082 angstrom, c/a = 1.6330
Co sites: (0, 0, 0) and (1/3, 2/3, 1/2)
Sixfold translations found on grid of 216: 1
Co sixfold: W rows (1, -1, 0) (1, 0, 0) (0, 0, 1)
  w = (1/3, 2/3, 1/2), det = 1, trace = 2, n = 6
  t = (0, 0, 3), w_g = (0, 0, 1/2), w_l = (1/3, 2/3, 0)
  screw axis 6_3, u = (0, 0, 1), x0 = (-1/3, 1/3, 0)
  screw advance = 2.041 angstrom
  atom-to-axis distance = 1.443 angstrom
  displacement of atom = 2.500 angstrom
Co reflection 1: W rows (0, 1, 0) (1, 0, 0) (0, 0, 1)
  w = (1/3, 2/3, 1/2), det = -1, trace = 1, n = 2
  t = (1, 1, 1), w_g = (1/2, 1/2, 1/2), w_l = (-1/6, 1/6, 0)
  glide plane, u = (1, -1, 0), x0 = (-1/12, 1/12, 0)
  glide length = 2.394 angstrom
  atom-to-plane distance = 0.361 angstrom
Lattice translation added: (-1, 0, 0)
Co reflection 2: W rows (0, 1, 0) (1, 0, 0) (0, 0, 1)
  w = (-2/3, 2/3, 1/2), det = -1, trace = 1, n = 2
  t = (0, 0, 1), w_g = (0, 0, 1/2), w_l = (-2/3, 2/3, 0)
  glide plane, u = (1, -1, 0), x0 = (-1/3, 1/3, 0)
  glide length = 2.041 angstrom
  atom-to-plane distance = 1.443 angstrom
Cubic threefold, no translation: W rows (0, 0, 1) (1, 0, 0) (0, 1, 0)
  w = (0, 0, 0), det = 1, trace = 0, n = 3
  t = (0, 0, 0), w_g = (0, 0, 0), w_l = (0, 0, 0)
  3-fold rotation axis, u = (1, 1, 1), x0 = (0, 0, 0)
Cubic threefold, translated: W rows (0, 0, 1) (1, 0, 0) (0, 1, 0)
  w = (1, 0, 0), det = 1, trace = 0, n = 3
  t = (1, 1, 1), w_g = (1/3, 1/3, 1/3), w_l = (2/3, -1/3, -1/3)
  screw axis 3_1, u = (1, 1, 1), x0 = (1/3, 0, -1/3)
Face-centred reflection: W rows (-1, 0, 0) (0, 1, 0) (0, 0, 1)
  w = (1/4, 1/4, 1/4), det = -1, trace = 1, n = 2
  t = (0, 1/2, 1/2), w_g = (0, 1/4, 1/4), w_l = (1/4, 0, 0)
  glide plane, u = (1, 0, 0), x0 = (1/8, 0, 0)
every check passed
```
